# Why 3n Graphene Supercells Let a Periodic Defect Open a Gap

Pristine graphene conducts at every gate voltage because its valence and conduction bands touch at two corners of the Brillouin zone, K and K′. Suppose the same small defect is repeated on a triangular lattice, one per cell of \(N\times N\) primitive cells. For one kind of defect a gap appears at \(N=6\) and \(N=9\), but not at \(N=7\) or \(N=8\), although the defect and its local chemistry are unchanged. The cause lies in how the defect lattice treats the two valleys. A solvable model shows what a period of \(3n\) provides and what the defect itself must supply.

## The model and its four zero-energy states

Take one \(\pi\) orbital per atom and nearest-neighbour hopping,

\[
H_0=-t\sum_{\langle A,B\rangle}\big(|A\rangle\langle B|+|B\rangle\langle A|\big),
\]

without spin or electron–electron interaction. The lattice vectors \(\mathbf a_1,\mathbf a_2\) have length \(a\) and enclose 60°. The origin is the centre of a hexagon. I write \((x,y)\) for \(x\mathbf a_1+y\mathbf a_2\). The A atoms lie at \((\tfrac13,\tfrac13)\) plus lattice vectors and the B atoms at \((\tfrac23,\tfrac23)\) plus lattice vectors. The vectors from an A atom to its B neighbours are

\[
\mathbf d_0=(\tfrac13,\tfrac13),\quad \mathbf d_1=(-\tfrac23,\tfrac13),\quad \mathbf d_2=(\tfrac13,-\tfrac23).
\]

With reciprocal vectors \(\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}\), the Dirac points are \(\mathbf K=(\mathbf b_1-\mathbf b_2)/3\) and \(\mathbf K'=-\mathbf K\). Hence \(\mathbf K\cdot(x,y)=2\pi(x-y)/3\). Setting \(\omega=e^{2\pi i/3}\), the three bond phases \(e^{i\mathbf K\cdot\mathbf d_j}\) are \(1,\omega^*,\omega\). Their sum is zero, so A and B decouple at K. A plane wave on A alone and one on B alone are both zero-energy states. The same holds at K′, which gives four states: KA, KB, K′A and K′B.

## What the period does

The reciprocal lattice of the supercell consists of the vectors \((m_1\mathbf b_1+m_2\mathbf b_2)/N\) with integer \(m_i\). Since

\[
\mathbf K=\frac{N}{3}\,\frac{\mathbf b_1-\mathbf b_2}{N},
\]

K is such a vector if and only if \(N/3\) is an integer. Then K and K′ both fold onto Γ. For \(N=3n\pm1\) the remainder is \(\pm(\mathbf b_1-\mathbf b_2)/(3N)\), a corner of the small zone, and K′ goes to the opposite, inequivalent corner.

This decides whether valley mixing is possible. Let \(W\) be the periodic perturbation. It is unchanged by a translation through \(N\mathbf a_1\), so translating both states in a matrix element gives

\[
\langle K|W|K'\rangle=e^{i(\mathbf K'-\mathbf K)\cdot N\mathbf a_1}\langle K|W|K'\rangle=e^{2\pi iN/3}\langle K|W|K'\rangle ,
\]

where \(-4\pi N/3\) has been replaced by the equivalent phase \(2\pi N/3\). Unless \(N\) is a multiple of 3, the element vanishes. Higher orders do not help, because the full Hamiltonian conserves supercell momentum and the two corners have different momenta.

Folding alone changes nothing physical: pristine graphene described in a \(6\times6\) cell has four zero states at Γ and no gap. What matters is that a perturbation with this period may now couple them.

## A defect that uses the opportunity

Change the hopping on the six bonds of the hexagon at the origin from \(t\) to \(t+\delta t\):

\[
W=-\delta t\sum_{\text{ring bonds}}\big(|A\rangle\langle B|+|B\rangle\langle A|\big).
\]

For \(N=3n\), normalize the four waves over one supercell, so that each has amplitude \(e^{\pm i\mathbf K\cdot\mathbf r}/N\) on the \(N^2\) atoms of its sublattice. The intervalley element is

\[
\langle KA|W|K'B\rangle=-\frac{\delta t}{N^2}\sum_{\text{ring bonds}}e^{-i\mathbf K\cdot\mathbf r_A}e^{i\mathbf K'\cdot\mathbf r_B}
=-\frac{\delta t}{N^2}\sum_{\text{ring bonds}}e^{-i\mathbf K\cdot(\mathbf r_A+\mathbf r_B)} .
\]

The ring atoms are A at \((\tfrac13,\tfrac13),(-\tfrac23,\tfrac13),(\tfrac13,-\tfrac23)\) and B at \((-\tfrac13,-\tfrac13),(\tfrac23,-\tfrac13),(-\tfrac13,\tfrac23)\). Going through the six bonds, \(\mathbf r_A+\mathbf r_B\) takes the values \(\pm(1,0),\pm(0,1),\pm(1,-1)\). Each \(\pm\) pair contributes \(\omega+\omega^*=-1\), so the sum is \(-3\) and

\[
\langle KA|W|K'B\rangle=\Delta,\qquad \Delta=\frac{3\,\delta t}{N^2}.
\]

Complex conjugation gives the same real value for \(\langle K'A|W|KB\rangle\). Within one valley, each of the three bond directions occurs twice on the ring, so

\[
\langle KA|W|KB\rangle=-\frac{2\,\delta t}{N^2}(1+\omega^*+\omega)=0 .
\]

There are no A–A or B–B elements, because \(W\) contains only bonds.

Thus KA couples to K′B, and KB to K′A. Each pair has the matrix \(\begin{pmatrix}0&\Delta\\ \Delta&0\end{pmatrix}\) with levels \(\pm|\Delta|\). At half filling the two lower levels are occupied, and the gap is

\[
E_g=2|\Delta|=\frac{6|\delta t|}{N^2}
\]

to first order in \(\delta t\). This is a Kekulé coupling: it joins opposite sublattices of opposite valleys.

To see that the gap persists around Γ, expand the hopping sum at \(\mathbf K+\mathbf q\). Using \(\mathbf d_1+\mathbf d_2=-\mathbf d_0\),

\[
\sum_j e^{i(\mathbf K+\mathbf q)\cdot\mathbf d_j}\simeq i\left[\tfrac32\,\mathbf q\cdot\mathbf d_0+\tfrac{i\sqrt3}{2}\,\mathbf q\cdot(\mathbf d_2-\mathbf d_1)\right].
\]

Let \(q_y\) be the component along \(\mathbf d_0\), whose length is \(a/\sqrt3\), and \(q_x\) the component along \(\mathbf d_2-\mathbf d_1=\mathbf a_1-\mathbf a_2\), whose length is \(a\). Multiplication by \(-t\) gives \(\hbar v(q_x-iq_y)\), with \(\hbar v=\sqrt3\,ta/2\). At K′ the phases are conjugated and the result is \(-\hbar v(q_x+iq_y)\). Write \(p=\hbar v(q_x+iq_y)\). The block of the Hamiltonian that takes (KB, K′B) to (KA, K′A) is

\[
D=\begin{pmatrix}p^*&\Delta\\ \Delta&-p\end{pmatrix},\qquad
DD^\dagger=\big(|p|^2+\Delta^2\big)\begin{pmatrix}1&0\\0&1\end{pmatrix}.
\]

The off-diagonal entry of \(DD^\dagger\) is \(p^*\Delta-\Delta p^*=0\). Since \(E^2\) is an eigenvalue of \(DD^\dagger\),

\[
E=\pm\sqrt{\Delta^2+(\hbar vq)^2},
\]

each twofold. The minimum separation is at Γ.

## Why the same ring fails at other periods

The absence of intervalley mixing does not by itself prove that the gap is zero, since a defect might gap each valley separately. For the ring, this is ruled out by threefold rotation about its centre together with the fact that \(H\) connects only A to B. Rotation alone is not enough: a potential \(+U\) on the three A atoms of the ring and \(-U\) on the three B atoms keeps the axis, yet shifts KA and KB in opposite directions and opens a gap of \(6|U|/N^2\) to first order.

Going round the ring in steps of 120°, the KA amplitude is multiplied by \(\omega^*\) each time and the KB amplitude by \(\omega\). The two states belong to different rotation sectors. In each sector \(H\) connects A orbitals only to B orbitals. If a sector has \(n_A\) A orbitals and \(n_B\) B orbitals, linear algebra guarantees at least \(|n_A-n_B|\) zero-energy states. In pristine graphene with \(N\ne3n\), one sector at the folded Dirac point has the single zero state KA, so \(n_A-n_B=1\); the other has KB, so \(n_A-n_B=-1\). Changing the ring bonds changes neither count. Two zero states survive for any \(\delta t\), and because the spectrum is symmetric about zero they sit at half filling.

Removing the six ring atoms altogether takes one A and one B orbital from every sector. The differences are again unchanged, so the hole also leaves the bands touching.

For \(N=3n\) the K′ states arrive at the same momentum with conjugated factors. KA then shares a sector with K′B, and KB with K′A. Both differences become zero, the protection is lost, and the partners are those that the ring couples.

## Defects that do not follow the simple rule

Put a potential \(U\) on one A atom per cell, with \(N=3n\). It mixes KA with K′A at first order, with an element of magnitude \(U/N^2\), equal to the diagonal shifts. The matrix for these two states has eigenvalues \(0\) and \(2U/N^2\), while KB and K′B stay at zero. The result also holds beyond first order: among the four zero states there are three independent combinations that vanish on the chosen atom, and they do not feel \(U\). A repulsive potential on one orbital cannot lower any level or push it past the next unperturbed one, so the three zeros include both middle levels. An attractive potential gives the mirror image. There is strong valley mixing and no gap.

At \(N\ne3n\), the same atom shifts KA by \(U/N^2\) and leaves KB at zero. This separates the levels at the folded Dirac point without valley mixing. With \(m=U/(2N^2)\), the energies near that point are \(m\pm\sqrt{m^2+(\hbar vq)^2}\), and the other valley gives the same, so to first order the gap is \(|U|/N^2\). For \(U=0.5\) eV and \(N=5\), the formula gives 0.0200 eV and the full calculation 0.01998 eV. Folding is therefore neither sufficient for a gap nor necessary for one; it is necessary for a gap that relies on intervalley mixing.

An equal potential \(U\) on all six ring atoms is a third case. Its intervalley element on A is proportional to \(\sum e^{-2i\mathbf K\cdot\mathbf r_A}=1+\omega+\omega^*=0\), and likewise on B. The intravalley part shifts all four states by \(3U/N^2\). No gap appears at first order. At \(N=6\) the computed gap is 0.338 meV for 0.1 eV and 1.353 meV for 0.2 eV. Doubling \(U\) multiplies it by 4.00, as a second-order effect should.

## Numbers for a 1.5 nm superlattice

Use rough graphene values, \(t=2.7\) eV and \(a=0.246\) nm, so that \(\hbar v=0.575\) eV nm. Choose \(N=6\), a period of 1.476 nm, and weaken the ring bonds by 10 %, \(\delta t=-0.27\) eV. Then

\[
\Delta=\frac{3(-0.27\ \text{eV})}{36}=-0.0225\ \text{eV},\qquad E_g=2|\Delta|=45.0\ \text{meV}.
\]

Diagonalizing the full \(72\times72\) Hamiltonian gives 47.6 meV, which is 5.7 % above the first-order value. For \(\delta t=+0.01\) eV the full gap is 0.2 % below it. The deviation changes sign with \(\delta t\) and grows roughly in proportion to it, as expected from the second-order term.

The table keeps the defect fixed and changes only the period.

| \(N\) | weak ring, gap (eV) | six-atom hole, gap (eV) |
|---|---|---|
| 3 | 0.186 | 3.34 |
| 4, 5 | 0 | 0 |
| 6 | 0.0476 | 0.702 |
| 7, 8 | 0 | 0 |
| 9 | 0.0212 | 0.314 |

The weak-ring gaps lie within about 6 % of \(6|\delta t|/N^2\). The hole is far outside first-order theory, yet its gap appears at the same periods. From \(N=6\) to \(N=9\) the product \(N^2E_g\) for the hole changes by less than 1 %, from 25.3 to 25.4 eV; at \(N=3\), where the holes leave only 12 of 18 atoms, it is 30.0 eV.

## Registry and anisotropy

The period is not the only length that must be controlled. Move a ring by a lattice vector \(\mathbf R=(m_1,m_2)\). Then \(\mathbf r_A+\mathbf r_B\) grows by \(2\mathbf R\), and the coupling acquires the factor \(e^{-2i\mathbf K\cdot\mathbf R}\). Because \(3\mathbf K\cdot\mathbf R\) is a multiple of \(2\pi\), this equals \(e^{i\mathbf K\cdot\mathbf R}=\omega^{m_1-m_2}\). Hexagons thus fall into three classes, and several rings in one supercell add as complex numbers.

In a \(9\times9\) cell with \(\delta t=0.01\) eV, two rings of the same class give 1.996 times the one-ring first-order gap. Two rings of different classes give 0.998 times that gap, since \(|1+\omega|=1\). One ring in each class gives zero to the printed digits. First order predicts this through \(1+\omega+\omega^2=0\). The arrangement computed has a further protection: its threefold axis passes through an A atom. About that atom KA and K′A both have rotation factor 1, while KB and K′B have the factors \(\omega\) and \(\omega^*\) in some order. The sector differences are 2, −1 and −1, and all four zero states survive.

If \(M\) rings per supercell are placed independently, with the three classes equally likely, the cross terms average to zero and the root-mean-square coupling is \(\sqrt M\,|\Delta|\) instead of \(M|\Delta|\).

A uniform distortion is also dangerous. Let every bond along \(\mathbf d_0\) have hopping \(t+\eta\). Its phase at both Dirac points is 1, so both diagonal entries of \(D\) gain \(-\eta\), and

\[
\det D=(p^*-\eta)(-p-\eta)-\Delta^2=\eta^2-\Delta^2-|p|^2+2i\eta\,\hbar vq_y .
\]

A zero-energy state requires \(\det D=0\). For \(\eta\neq0\) this means \(q_y=0\) and \((\hbar vq_x)^2=\eta^2-\Delta^2\), which has no solution while \(|\eta|<|\Delta|\). On the line \(q_y=0\), \(D\) is real and symmetric with eigenvalues \(-\eta\pm\sqrt{(\hbar vq_x)^2+\Delta^2}\). The smallest \(|E|\) is at Γ, so \(E_g=2(|\Delta|-|\eta|)\). Leaving the line at fixed \(|p|\) raises \(|\det D|\) but keeps \(\mathrm{Tr}\,DD^\dagger\) fixed, which raises the smaller \(|E|\). Γ is therefore the minimum in the whole plane. When \(|\eta|>|\Delta|\), two separated cones return.

In the example, the first-order closing value is 22.5 meV, or 0.83 % of \(t\). The hopping changes, in relative terms, roughly three times as fast as the bond length, so a difference of about 0.3 % between bond directions could remove the gap.

## What this means for a real graphene sheet

Graphene nanomeshes, sheets perforated by a regular array of holes, are related real structures. Lithographic periods are typically tens of nanometres, far above the 1.476 nm used here. One weakened ring per cell at \(N=120\), a period of about 30 nm, would give only \(6\times0.27/120^2\) eV, or 0.11 meV, to first order; the higher-order terms raise this by about 6 %, to 0.12 meV. The 10 % bond change is a chosen strength, not that of an identified defect, and real holes are larger and have irregular edges. The result also assumes atomic registry: as shown above, a second ring in the wrong class halves the gap expected from two, and an even spread over the classes cancels it at first order.

Two other omissions matter less in the example. Second-neighbour hopping of 0.1 eV leaves the gap at 47.6 meV. A potential of \(\pm0.27\) eV on the ring atoms raises it to 50.4 meV for either sign. The signs agree because reversing the amplitudes on one sublattice turns \(H(U)\) into \(-H(-U)\), which has the same gap at half filling. This identity holds for nearest-neighbour hopping only; with second-neighbour hopping of 0.1 eV included, the gaps for the two signs differ by about 0.8 meV. Atomic relaxation, interactions and the substrate are not sized here.

Even a perfect sheet with this gap would be a poor room-temperature switch. At 300 K, \(k_BT=25.9\) meV and the gap is only 1.84 \(k_BT\). With the chemical potential at midgap, the occupation of a state at the conduction edge is 0.285. The field scale for interband tunnelling is the field at which an electron gains half the gap over the length \(\hbar v/(E_g/2)\):

\[
F\sim\frac{(E_g/2)^2}{e\hbar v}=\frac{(0.0238\ \text{eV})^2}{e\,(0.575\ \text{eV nm})}\approx0.01\ \text{MV/cm}.
\]

This is 0.1 V across 100 nm. It is a scale, not a threshold: for an electron moving along a uniform field, the Landau–Zener tunnelling probability is \(e^{-\pi}\approx0.04\) at this field and reaches \(1/e\) at \(\pi\) times this field. The complete set of values is in the numerical output below.

## Numbers as computed

```
hopping t = 2.7 eV, lattice constant a = 0.246 nm
hbar*v = 0.5752 eV nm
example: N = 6, period = 1.476 nm, dt = -0.27 eV
matrix element <KA|W|K'B> = -0.02250 eV
first-order gap = 0.04500 eV = 45.00 meV
full tight-binding gap = 0.04758 eV = 47.58 meV
full / first-order gap = 1.0573
same ratio for dt = 0.01 eV: 0.99798
dispersion, computed/formula at hbar*v*q = Delta: 0.99905
valley mixing, period 3: 0.09000 eV; period 5: 5.6e-18 eV
N, zero states at Gamma, weak-ring gap (eV), six-atom-hole gap (eV):
  3  4  0.18606  3.3374
  4  0  0.00000  0.0000
  5  0  0.00000  0.0000
  6  4  0.04758  0.7017
  7  0  0.00000  0.0000
  8  0  0.00000  0.0000
  9  4  0.02123  0.3141
single-atom potential U = 0.5 eV:
  N = 6: 3 states stay at zero, gap = 2.7e-15 eV
  N = 5: gap = 0.01998 eV, U/N^2 = 0.02000 eV
ring potential only, N = 6: gap(0.1 eV) = 0.3381 meV
  gap(0.2 eV) = 1.3532 meV, ratio = 4.0023
registry in a 9 x 9 cell, gap in units of the one-ring gap:
  two rings same class 1.9957, two classes 0.9977
  three rings, one in each class 0.0000
anisotropy eta = Delta/2: gap computed/formula = 0.9960
anisotropy eta = 1.5 Delta: smallest gap/Delta = 2.2e-06
  cone position computed/formula = 1.0015
neglected effects for the example:
  with second-neighbour hopping 0.1 eV: gap = 47.59 meV
  with ring potential +0.27 eV: gap = 50.40 meV
  with ring potential -0.27 eV: gap = 50.40 meV
  closing anisotropy, first order: eta = 22.50 meV
  closing anisotropy eta/t = 0.833 percent
  kT at 300 K = 25.85 meV, gap/kT = 1.840
  occupation of conduction edge at 300 K = 0.285
  tunnelling field scale = 0.00984 MV/cm
```
